# Hybridisation gap of helical edges in a narrow HgTe strip

## A symmetric case

Consider one spin block of the Bernevig-Hughes-Zhang (BHZ) model,

$$H=-Dk^2+(M-Bk^2)\sigma_z+A(k_x\sigma_x-k_y\sigma_y),$$

with $A>0$, $M<0$, $B<0$ (inverted well) and $|D|<|B|$. The other block is its time reverse. The strip occupies $|y|<L/2$, and both components of $\psi$ vanish at the walls. Energies are in meV and lengths in nm.

Take first $D=0$ and $k_x=0$. With $k_y=-i\partial_y$,

$$H=(M+B\partial_y^2)\sigma_z+iA\sigma_y\partial_y .$$

A zero-energy solution $e^{\lambda y}\chi$, multiplied from the left by $\sigma_z$, obeys $(M+B\lambda^2+A\lambda\sigma_x)\chi=0$, because $i\sigma_z\sigma_y=\sigma_x$. Decay away from the left wall needs $\lambda<0$, hence $\sigma_x\chi=-\chi$. For $A^2>4MB$, assumed here, the two decay constants $\lambda_1>\lambda_2>0$ are real and satisfy

$$\lambda_1+\lambda_2=A/|B|,\qquad \lambda_1\lambda_2=M/B .$$

With $\xi=y+L/2$, the left edge state is $\psi_L=N(e^{-\lambda_2\xi}-e^{-\lambda_1\xi})\chi_-$. The right one, $\psi_R$, is its mirror image with $\sigma_x\chi_+=+\chi_+$. Normalisation gives

$$\frac1{N^2}=\frac1{2\lambda_1}+\frac1{2\lambda_2}-\frac2{\lambda_1+\lambda_2}=\frac{(\lambda_1-\lambda_2)^2}{2\lambda_1\lambda_2(\lambda_1+\lambda_2)} .$$

In the strip a state of small energy $E$ is $\psi\simeq(\psi_L\pm\psi_R)/\sqrt2$. Integrate $\psi_L^\dagger H\psi$ by parts. Since $H\psi_L=0$, $\psi=0$ at both walls and $\psi_L=0$ at the left wall, one boundary term survives:

$$\frac{E}{\sqrt2}\simeq B\,\psi_L^\dagger\sigma_z\psi'\Big|_{y=L/2}.$$

Here $|\psi_L|\simeq Ne^{-\lambda_2L}$ and $|\psi_R'|=N(\lambda_1-\lambda_2)$, while $\sigma_z$ turns $\chi_+$ into $\chi_-$ up to a phase. The small piece of $\psi$ that cancels the tail of $\psi_L$ at this wall contributes at second order in $e^{-\lambda_2L}$. Thus $|E|=|B|N^2(\lambda_1-\lambda_2)e^{-\lambda_2L}$, and the gap $2|E|$ is

$$\Delta=4|M|\frac{\lambda_1+\lambda_2}{\lambda_1-\lambda_2}e^{-\lambda_2L}\qquad(D=0).$$

The gap measures how much of one edge state reaches the opposite wall.

## The quantisation condition for general $D$

Let $B_\pm=B\pm D$. At $k_x=0$ the exponential $e^{\lambda y}$ gives the matrix

$$\begin{pmatrix}M-E+B_+\lambda^2&A\lambda\\-A\lambda&-M-E-B_-\lambda^2\end{pmatrix}.$$

Its determinant vanishes when

$$B_+B_-\lambda^4+[2(MB+ED)-A^2]\lambda^2+M^2-E^2=0 .$$

Write $n=B_+B_-=B^2-D^2$, $p=\lambda_1\lambda_2$, $\sigma=\lambda_1+\lambda_2$ and $\delta=\lambda_1-\lambda_2$. The coefficients give

$$p^2=\frac{M^2-E^2}{n},\qquad \lambda_1^2+\lambda_2^2=\frac{A^2-2(MB+ED)}{n}.$$

The reflection $y\to-y$ combined with $\sigma_z$ commutes with $H$ at $k_x=0$. One parity has upper component $\sum_ja_j\cosh\lambda_jy$ and lower component $\sum_jb_j\sinh\lambda_jy$. The first matrix row gives $b_j=-g_ja_j/A$, with $g_j=(M-E+B_+\lambda_j^2)/\lambda_j$. Both components vanish at the wall if

$$g_1\tanh(\lambda_1L/2)=g_2\tanh(\lambda_2L/2).$$

For the other parity, coth replaces tanh.

Define $r=(M-E)/(B_+p)$. Then $g_1=B_+(\lambda_1+r\lambda_2)$ and $g_2=B_+(\lambda_2+r\lambda_1)$. Neglect $e^{-\lambda_1L}$, so that $\tanh(\lambda_1L/2)=1$, and put $X=e^{-\lambda_2L}$, so that $\tanh(\lambda_2L/2)=(1-X)/(1+X)$. Solving for $X$,

$$X=\frac{(\lambda_2+r\lambda_1)-(\lambda_1+r\lambda_2)}{(\lambda_2+r\lambda_1)+(\lambda_1+r\lambda_2)}=\frac{\delta}{\sigma}\,\frac{r-1}{r+1}.$$

The other parity changes $X$ to $-X$. With $q=(r-1)/(r+1)$, $\rho=\delta/\sigma$ and $s=\pm1$,

$$q=s\,e^{-\lambda_2(E)L}/\rho(E).\tag{1}$$

To express $E$ through $q$, use $r^2=B_-(M-E)/[B_+(M+E)]$, which follows from $p^2$. Put $d=D/B$, $E_0=-MD/B$, $\epsilon=E-E_0$ and $\tilde M=|M|(1-d^2)$. Then

$$T\equiv\frac{r^2-1}{r^2+1}=\frac{-B\epsilon}{BM+DE}=\frac{\epsilon}{\tilde M-d\epsilon}.$$

Hence

$$\epsilon=\frac{\tilde MT}{1+dT},\qquad T=\frac{2q}{1+q^2}.\tag{2}$$

## Leading order

For $L\to\infty$, $q=0$ and $E=E_0$: this is the crossing energy of isolated edges. There $p=M/B$. Substituting $E_0$ in $\sigma^2=\lambda_1^2+\lambda_2^2+2p$ gives $\sigma=A/\sqrt{n}$.

To first order in $X$, $\epsilon=2\tilde Mq$, so the gap is

$$\Delta_0=4|M|\left(1-\frac{D^2}{B^2}\right)\frac{\lambda_1+\lambda_2}{\lambda_1-\lambda_2}\,e^{-\lambda_2L},\tag{3}$$

with the decay constants taken at $E_0$. It reduces to the earlier result at $D=0$. When $\lambda_2\ll\lambda_1$, $\lambda_2\simeq p/\sigma=|M|\sqrt{1-D^2/B^2}/A$. A smaller inversion $|M|$ or a larger $|D|$ therefore makes the edge state wider.

## First correction

The decay constants depend slightly on energy. Expand the exponent of (1) about $E_0$:

$$q=sq_0e^{-\gamma\epsilon-\kappa\epsilon^2/2+\dots},\quad q_0=\frac{e^{-\lambda_2L}}{\rho},\quad \gamma=L\lambda_2'+(\ln\rho)',\quad \kappa=L\lambda_2''+(\ln\rho)'' .$$

Primes are derivatives with respect to $E$ at $E_0$. From (2),

$$\epsilon=\tilde M[2q-4dq^2+(8d^2-2)q^3+\dots].$$

Insert $\epsilon=se_1+e_2+se_3$, with $e_1=2\tilde Mq_0=\Delta_0/2$. Second order gives

$$e_2=-2\tilde Mq_0\gamma e_1-4d\tilde Mq_0^2=-(\gamma+d/\tilde M)e_1^2 .$$

This moves both levels equally and leaves the gap unchanged. Third order collects three contributions:

$$e_3=e_1\left[-\gamma e_2+\tfrac12(\gamma^2-\kappa)e_1^2\right]+8d\tilde M\gamma q_0^2e_1+\tilde M(8d^2-2)q_0^3 .$$

With $q_0=e_1/(2\tilde M)$ this is $e_3=Ce_1^3$, and the gap $2(e_1+e_3)$ becomes

$$\Delta=\Delta_0\left[1+\frac{C\Delta_0^2}{4}\right],\qquad C=\frac32\gamma^2+\frac{3d\gamma}{\tilde M}-\frac\kappa2+\frac{d^2-1/4}{\tilde M^2}.\tag{4}$$

The derivatives follow from $\sigma^2=\lambda_1^2+\lambda_2^2+2p$ and $\delta^2=\lambda_1^2+\lambda_2^2-2p$. Differentiating $p^2$ gives $p'=D/n$ and $p''=-B^2/(n^2p)$, while $(\lambda_1^2+\lambda_2^2)'=-2D/n$. Hence

$$\sigma'=0,\quad \sigma''=\frac{p''}{\sigma},\quad \delta'=-\frac{2D}{n\delta},\quad \delta''=-\frac{p''+\delta'^2}{\delta},$$

and, since $\lambda_2=(\sigma-\delta)/2$,

$$\lambda_2'=\frac{D}{n\delta},\quad \lambda_2''=\frac{\sigma''-\delta''}2,\quad (\ln\rho)'=\frac{\delta'}\delta,\quad (\ln\rho)''=\frac{\delta''}\delta-\frac{\delta'^2}{\delta^2}-\frac{\sigma''}\sigma .$$

For $D\ne0$ the relative correction scales as $L^2\Delta_0^2$ at large $L$. For $D=0$, $\gamma=d=0$ and it scales as $L\Delta_0^2$. Both vanish for wide strips because $\Delta_0$ is exponentially small. The expansion requires $|\gamma|\Delta_0/2\ll1$ and levels well inside the bulk gap, so it fails for narrow strips.

## The width at 1 K

A published parameter set for a well about 7 nm thick is $A=364.5$ meV nm, $B=-686$ meV nm², $D=-512$ meV nm², $M=-10$ meV. Then $n=208452$ meV² nm⁴ and

$$\sigma=\frac{364.5}{\sqrt{208452}}=0.7984,\qquad p=\frac{10}{686}=0.01458,\qquad \delta=\sqrt{\sigma^2-4p}=0.7610,$$

with $\sigma,\delta$ in nm⁻¹ and $p$ in nm⁻². Thus $\lambda_2=0.0187$ nm⁻¹, a penetration depth of 53.5 nm, and the prefactor of (3) is 18.59 meV.

Thermal energy here means $k_BT$, which is 0.08617 meV at 1 K. The closed formula gives

$$L^*=\frac{\ln(18.59/0.08617)}{0.01870}=\frac{5.374}{0.01870}\simeq287\ \text{nm}=0.287\ \mu\text{m}.$$

For the correction, $\gamma=-0.00323L+0.0085$ meV⁻¹ and $\kappa=-0.00093L+0.0023$ meV⁻², with $L$ in nm; also $d=0.746$ and $\tilde M=4.43$ meV. At $L=200$ nm, $C=0.39$ meV⁻², so (4) raises 0.4418 meV by 1.9%, to 0.450 meV. Diagonalisation gives 0.4508 meV. At 250 nm, $C=0.68$ meV⁻² and the corrected gap is 0.1744 meV, in agreement with diagonalisation to these digits. At $L^*$, $C\simeq0.95$ meV⁻² and the correction is 0.18%. It moves the width by $0.0018/\lambda_2\simeq0.1$ nm, as the full condition also finds.

The parameters matter far more. With the others fixed, $M=-8$ meV gives 346 nm and $M=-12$ meV gives 247 nm. Setting $D=0$ gives 216 nm. A strip 10 nm narrower than $L^*$ has a gap 21% larger.

## What this gap does to transport

For small $k_x$ the edge energies are linear. The first matrix row at $E_0$ gives an edge spinor with component ratio of magnitude $\sqrt{B_+/B_-}$, so $|\langle\sigma_x\rangle|=\sqrt{1-D^2/B^2}$ and $\hbar v=A\sqrt{1-D^2/B^2}=242.6$ meV nm. Overlap couples the two branches by $\Delta/2$, so the levels lie near $E_0\pm\sqrt{(\hbar vk_x)^2+(\Delta/2)^2}$.

With the Fermi level at midgap, no tunnelling through the gap and full transmission at energies outside it, the conductance is

$$\frac{G}{2e^2/h}=2f(\Delta/2)=\frac{2}{e^{\Delta/2k_BT}+1},$$

where $f$ is the Fermi function measured from midgap. At $\Delta=k_BT$ this is 0.755, so the strip still conducts well. Reducing it to 0.1 needs $\Delta=2k_BT\ln19=5.89k_BT$, hence a width of 194 nm at 1 K. This neglects reflection above the gap, which with abrupt contacts to ungapped leads lowers the value at 194 nm to about 0.06. It also needs a strip long enough to suppress tunnelling: with the same gap, a strip 1 μm long between ungapped leads still conducts about 0.42 of $2e^2/h$.

In a short strip, tunnelling weakens the effect of the gap further. In a long one, reflection at energies just above the gap acts the other way: with abrupt contacts to ungapped leads it lowers the value 0.755 to about 0.66. At midgap the two-branch equation $(-i\hbar v\sigma_z\partial_x+\tfrac12\Delta\sigma_x)\psi=0$ becomes $\psi'=(\Delta/2\hbar v)\sigma_y\psi$. Its transfer matrix over a length $\ell$ has diagonal element $\cosh(\Delta\ell/2\hbar v)$. Between ungapped leads with the same velocity, the transmission is therefore $\mathrm{sech}^2(\Delta\ell/2\hbar v)$. For $\Delta=k_BT$ at 1 K the decay length $2\hbar v/\Delta$ is 5.6 μm. A strip 1 μm long transmits 0.969 at midgap, and its thermally averaged conductance is 0.97 of $2e^2/h$. An energy gap of $k_BT$ is thus no criterion for an insulating strip of that length.

## The real well

The parameters describe a real type of quantum well, but hard walls and uncoupled spin blocks are idealisations. With hard walls the crossing lies 2.5 meV below the upper bulk band edge, equivalent to 29 K, so thermal filling of the bulk band is weak at 1 K if the Fermi level is at the crossing. Bulk inversion asymmetry couples the blocks. Its strength is uncertain. At an assumed strength of 1.6 meV, it reduces the calculated gap at 287.5 nm from 0.086 to 0.041 meV. Interpolating the logarithm of the calculated gaps puts the 1 K width near 260 nm, about 10% lower. Strips along the $x$ axis and at 45° give equal gaps, because rotation changes only the phase of the coupling, which a relative phase between the blocks removes. From 216 to 359 nm the relative reduction strengthens with width, but this trend does not continue: the gap is about 0.0006 meV at 410 nm and 0.0010 meV at 450 nm, so with coupled blocks it no longer falls steadily with width. Disorder, interactions, Rashba asymmetry and a realistic wall potential are not included. The wall matters: with uncoupled blocks, an added potential of −10 or +10 meV at each wall, decaying exponentially with a length of 5 nm, moves the crossing from 7.5 to 6.3 or 8.5 meV and changes the gap at 287.5 nm from 0.086 to 0.047 or 0.167 meV. For hard walls, and within the other limits, the estimate is 250–300 nm for this parameter set and an inversion asymmetry of at most 1.6 meV. At a strength of 2.4 meV the gap first falls to $k_BT$ near 230 nm. Stronger coupling does not simply continue this trend. At 5 meV the gap is 0.13 meV at 150 nm, 0.27 meV at 210 nm and 0.10 meV at 280 nm, so it oscillates with width while still above $k_BT$, and the exponential estimate no longer applies.

## Numbers as computed

```
A = 364.5 meV nm, M = -10.0 meV
B = -686.0 meV nm^2, D = -512.0 meV nm^2
thermal energy kB*T at 1.0 K = 0.08617 meV
decay constant l1 = 0.7797 1/nm, 1/l1 = 1.28 nm
decay constant l2 = 0.01870 1/nm, 1/l2 = 53.5 nm
crossing energy = 7.464 meV
gap prefactor = 18.59 meV
ln(prefactor/kT) = 5.374
width, closed formula = 287.4 nm
width, full condition = 287.5 nm
gap there by diagonalization = 0.08617 meV
width nm: gap in meV (diagonalization, condition, formula)
  200: 0.45084, 0.45084, 0.44182
  250: 0.17438, 0.17438, 0.17348
  300: 0.06820, 0.06820, 0.06811
  400: 0.01050, 0.01050, 0.01050
edge velocity times hbar = 242.6 meV nm
half splitting at kx = 0.002 1/nm: 0.4876 meV (hyperbola 0.4871)
bulk band edges = -10.00 and 10.00 meV
crossing to upper bulk edge = 2.54 meV = 29.4 K
upper edge level to next strip level, kx=0 = 3.90 meV
width for M = -8.0 meV: 345.5 nm
width for M = -12.0 meV: 246.9 nm
width for D = 0: 215.6 nm
gap change if 10 nm narrower = 20.6 %
thermal conductance at gap = kT: 0.755 of 2e^2/h
gap/kT for one tenth of 2e^2/h = 5.89
width for that gap at 1 K = 193.9 nm
midgap amplitude decay length = 5.63 um
midgap transmission of a 1 um long strip = 0.969
inversion asymmetry strength (rough) = 1.6 meV
width nm: gap without; with, axis x (kx); with, 45 deg (kx)
  215.6: 0.3343; 0.2453 meV (0.0005 1/nm); 0.2453 meV (0.0005 1/nm)
  287.5: 0.0862; 0.0411 meV (0.0002 1/nm); 0.0411 meV (0.0002 1/nm)
  359.4: 0.0224; 0.0037 meV (0.0000 1/nm); 0.0037 meV (0.0000 1/nm)
```
